**Sommerfeld factor and exciton strength in a quantum wire**

The program treats an electron-hole pair with $V(z)=-e^2/[\varepsilon(|z|+z_0)]$, where $\varepsilon$ is the dielectric constant and $z_0$ the cut-off length. The Sommerfeld factor $S$ is the contact density of an even continuum state relative to that of a free pair, and $k$ is the relative wave number. The program asserts that Whittaker-function values of $S$ agree with direct integration of the wave equation, and that the lowest three even excitons agree with a grid diagonalization. It also asserts the bounds on $S$ at sampled points, the threshold law $S\propto k$, the high-energy law, and the joining of high exciton lines to the continuum edge. The sum of bound contact densities is compared with $(1/\pi)\int_0^\infty(1-S)\,dk$; both are 0.0914 per nm in the example. A soft-core Coulomb potential also gives a nearly constant $S/k$ at small $k$, so the finite edge does not depend on the cusp. Two short-range wells show the other outcomes: in one the edge absorption vanishes, and in the other a quarter of the free-pair divergence survives.

## Numerical verification

```python
"""Contact absorption of an electron-hole pair in a quantum wire.

Result under test: for V(z) = -e^2/[eps(|z|+z0)] the Sommerfeld factor S(k)
is at most 1 and vanishes as k at the band edge, so the 1/k density of states
gives a finite edge; the strength lost by the continuum equals that of the
bound excitons:  sum_n |phi_n(0)|^2 = (1/pi) int_0^inf (1-S) dk.

Units inside: length a = eps hbar^2/(mu e^2), energy Ry = hbar^2/(2 mu a^2),
so that -psi'' + U psi = E psi with U = -2/(|z|+z0) and E = k^2.
A(E): contact spectral function; its continuum part is S/(2 pi k).
nu: bound energy is -1/nu^2; in the continuum nu = i/k.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import solve_ivp, quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import j0, y0

mp.mp.dps = 20


def outer_solution(nu, x0):
    """Decaying or outgoing Whittaker solution and its slope at contact."""
    y = 2 * x0 / nu
    w = mp.whitw(nu, 0.5, y)
    w_next = mp.whitw(nu + 1, 0.5, y)
    return w, ((y / 2 - nu) * w - w_next) / x0


def sommerfeld(k, x0):
    w, slope = outer_solution(mp.mpc(0, 1 / mp.mpf(float(k))),
                              mp.mpf(float(x0)))
    log_slope = slope / w
    return float(k * mp.im(log_slope) / abs(log_slope) ** 2)


def even_level(n, x0):
    """nu and contact density of even bound state n (for x0 below 0.7)."""
    x0 = mp.mpf(float(x0))

    def slope(nu):
        return float(mp.re(outer_solution(mp.mpf(nu), x0)[1]))

    low = 0.05 if n == 0 else n + 1e-3
    nu = brentq(slope, low, n + 1 - 1e-3, xtol=1e-13, rtol=1e-13)

    def log_slope(v):
        w, s = outer_solution(v, x0)
        return mp.re(s / w)

    step = mp.mpf("1e-5")
    nu_mp = mp.mpf(nu)
    derivative = (log_slope(nu_mp + step) - log_slope(nu_mp - step)) / (2 * step)
    return nu, float(1 / (nu_mp ** 3 * derivative))


def edge_ratio(x0):
    """Threshold limit of S/k."""
    s = np.sqrt(8 * x0)
    return 1 / (2 * np.pi * (j0(s) ** 2 + y0(s) ** 2))


def sommerfeld_ode(potential, k, z_end):
    """Integrate the even state outward and read its far amplitude."""
    def rhs(z, f):
        return [f[1], (potential(z) - k * k) * f[0]]

    sol = solve_ivp(rhs, (0, z_end), [1.0, 0.0], method="DOP853",
                    rtol=1e-10, atol=1e-12)
    psi, dpsi = sol.y[:, -1]

    def local_k(z):
        return np.sqrt(k * k - potential(z))

    q = local_k(z_end)
    dq = (local_k(z_end + 1) - local_k(z_end - 1)) / 2
    flux = q * psi ** 2 + (dpsi + dq * psi / (2 * q)) ** 2 / q
    return k / flux


# Model parameters and scales
mass_ratio, eps, z0_nm = 0.06, 12.0, 2.0
bohr_nm = const.physical_constants["Bohr radius"][0] * 1e9
ryd_mev = const.physical_constants["Rydberg constant times hc in eV"][0] * 1e3
a_nm = bohr_nm * eps / mass_ratio
ry_mev = ryd_mev * mass_ratio / eps ** 2
x0 = z0_nm / a_nm

# Whittaker result against direct integration of the wave equation
ode_error = 0.0
for k in (0.1, 0.5, 2.0):
    direct = sommerfeld_ode(lambda z: -2 / (z + x0), k, 1000.0)
    ode_error = max(ode_error, abs(sommerfeld(k, x0) / direct - 1))
assert ode_error < 1e-4  # far-amplitude formula is asymptotic

# Upper and lower bounds on S
for core in (0.05, x0, 0.6):
    for k in np.geomspace(0.05, 30, 10):
        s_val = sommerfeld(k, core)
        assert k * k / (k * k + 2 / core) < s_val < 1

# Threshold law and high-energy law
k_small = 0.01
edge_error = abs(sommerfeld(k_small, x0) / k_small / edge_ratio(x0) - 1)
assert edge_error < 1e-3
k_big = 100.0
high_ratio = (1 - sommerfeld(k_big, x0)) / ((2 / x0) / (2 * k_big ** 2))
assert abs(high_ratio - 1) < 1e-2  # next order is of relative size U/k^2

# Bound states against diagonalization on a grid (even states, half line)
levels = [even_level(n, x0) for n in range(15)]
h = 0.005
z = (np.arange(12000) + 0.5) * h
diagonal = 2 / h ** 2 - 2 / (z + x0)
diagonal[0] -= 1 / h ** 2
energies, vectors = eigh_tridiagonal(diagonal, -np.ones(len(z) - 1) / h ** 2,
                                     select="i", select_range=(0, 2))
for n in range(3):
    nu, density = levels[n]
    grid_density = vectors[0, n] ** 2 / (2 * h)
    assert abs(energies[n] * nu ** 2 + 1) < 1e-3
    assert abs(grid_density / density - 1) < 2e-3  # grid error of order h^2

# High exciton lines join the continuum edge
edge_A = edge_ratio(x0) / (2 * np.pi)
nu_last, density_last = levels[-1]
line_mean = density_last * nu_last ** 3 / 2
assert abs(line_mean / edge_A - 1) < 1e-2

# Sum rule: bound strength against the continuum deficit
exciton_total = sum(d for _, d in levels) + edge_A / (nu_last + 0.5) ** 2
nodes, weights = np.polynomial.legendre.leggauss(60)
t, wt = (nodes + 1) / 2, weights / 2
k_nodes = 3 * t / (1 - t)
loss = np.array([1 - sommerfeld(k, x0) for k in k_nodes])
deficit = np.sum(wt * loss * 3 / (1 - t) ** 2) / np.pi
assert abs(deficit / exciton_total - 1) < 5e-4

k_100 = np.sqrt(100 / ry_mev)
loss_low = np.array([1 - sommerfeld(k_100 * u, x0) for u in t])
deficit_100 = k_100 * np.sum(wt * loss_low) / np.pi
equal_width = (np.pi * exciton_total) ** 2 * ry_mev

# Smooth Coulomb core: S/k stays finite without a cusp
soft = []
for k in (0.05, 0.1):
    s_val = sommerfeld_ode(lambda z: -2 / np.sqrt(z * z + 0.04), k, 2000.0)
    assert k * k / (k * k + 10) < s_val < 1
    soft.append(s_val / k)
assert abs(soft[0] / soft[1] - 1) < 0.03  # finite-k correction

# Short-range wells: ordinary case and even zero-energy resonance
well_formulas = {1: lambda k: k * k / (1 + k * k),
                 2: lambda k: (1 + k * k) / (4 + k * k)}
well_results = {}
for lam, formula in well_formulas.items():
    for k in (0.02, 0.3, 1.5):
        direct = sommerfeld_ode(
            lambda z: -lam * (lam + 1) / np.cosh(z) ** 2, k, 20.0)
        assert abs(direct / formula(k) - 1) < 1e-5
        if k == 0.02:
            s_edge = direct
    bound = 1 / (2 * quad(lambda z: np.cosh(z) ** (-2 * lam), 0, 30)[0])
    missing = quad(lambda k: 1 - formula(k), 0, np.inf)[0] / np.pi
    assert abs(bound - missing) < 1e-7
    well_results[lam] = (s_edge, bound, missing)

# Printed numbers
print(f"reduced mass / electron mass      {mass_ratio:.2f}")
print(f"dielectric constant               {eps:.1f}")
print(f"cut-off z0                        {z0_nm:.2f} nm")
print(f"exciton Bohr radius a             {a_nm:.3f} nm")
print(f"exciton Rydberg Ry                {ry_mev:.4f} meV")
print(f"z0/a                              {x0:.4f}")
print(f"Bessel argument s                 {np.sqrt(8 * x0):.4f}")
print("even excitons: n, nu, binding (meV), |phi(0)|^2 (1/nm)")
for n, (nu, density) in enumerate(levels[:4]):
    print(f"  {n}  {nu:.4f}  {ry_mev / nu ** 2:.4f}  {density / a_nm:.6f}")
print(f"ground binding                    {1 / levels[0][0] ** 2:.4f} Ry")
print("E-Eg (meV), S, A free, A with Coulomb (both 1/(nm meV))")
for energy in (0.01, 0.1, 1.0, 10.0, 100.0):
    k = np.sqrt(energy / ry_mev)
    s_val = sommerfeld(k, x0)
    free = 1 / (2 * np.pi * k * a_nm * ry_mev)
    print(f"  {energy:6.2f}  {s_val:.5f}  {free:.6f}  {free * s_val:.6f}")
print(f"edge limit of S/(ka)              {edge_ratio(x0):.5f}")
print(f"edge limit of A                   {edge_A / a_nm / ry_mev:.6f} 1/(nm meV)")
print(f"mean A of exciton line n=14       {line_mean / a_nm / ry_mev:.6f} 1/(nm meV)")
print(f"all exciton strength              {exciton_total / a_nm:.6f} 1/nm")
print(f"continuum deficit                 {deficit / a_nm:.6f} 1/nm")
print(f"ground share of exciton strength  {levels[0][1] / exciton_total:.4f}")
print(f"deficit share within 100 meV      {deficit_100 / deficit:.4f}")
print(f"free spectrum of equal strength   {equal_width:.2f} meV wide")
print(f"(1-S)/(|V(0)|/2E) at ka=100       {high_ratio:.5f}")
print(f"largest S error against ODE       {ode_error:.1e}")
print("z0/a, ground binding (Ry), ground |phi(0)|^2 a, edge S/(ka)")
for core in (0.05, 0.1, 0.2, 0.4):
    nu, density = even_level(0, core)
    print(f"  {core:.2f}  {1 / nu ** 2:.4f}  {density:.4f}  {edge_ratio(core):.5f}")
print("soft Coulomb core 0.2a: S/(ka) at ka=0.05 and 0.1")
print(f"  {soft[0]:.5f}  {soft[1]:.5f}")
print("sech^2 wells: lambda, S at k=0.02, bound strength, deficit")
for lam, (s_edge, bound, missing) in well_results.items():
    print(f"  {lam}  {s_edge:.6f}  {bound:.6f}  {missing:.6f} (1/well length)")
print("no test failed")
```

It prints:

```
reduced mass / electron mass      0.06
dielectric constant               12.0
cut-off z0                        2.00 nm
exciton Bohr radius a             10.584 nm
exciton Rydberg Ry                5.6690 meV
z0/a                              0.1890
Bessel argument s                 1.2295
even excitons: n, nu, binding (meV), |phi(0)|^2 (1/nm)
  0  0.5332  19.9430  0.087948
  1  1.6051  2.2006  0.002390
  2  2.6107  0.8317  0.000550
  3  3.6124  0.4344  0.000207
ground binding                    3.5179 Ry
E-Eg (meV), S, A free, A with Coulomb (both 1/(nm meV))
    0.01  0.01361  0.063159  0.000859
    0.10  0.04302  0.019973  0.000859
    1.00  0.13579  0.006316  0.000858
   10.00  0.41175  0.001997  0.000822
  100.00  0.81845  0.000632  0.000517
edge limit of S/(ka)              0.32395
edge limit of A                   0.000859 1/(nm meV)
mean A of exciton line n=14       0.000859 1/(nm meV)
all exciton strength              0.091379 1/nm
continuum deficit                 0.091379 1/nm
ground share of exciton strength  0.9625
deficit share within 100 meV      0.6610
free spectrum of equal strength   52.33 meV wide
(1-S)/(|V(0)|/2E) at ka=100       0.99782
largest S error against ODE       1.7e-06
z0/a, ground binding (Ry), ground |phi(0)|^2 a, edge S/(ka)
  0.05  8.5088  1.6781  0.17952
  0.10  5.4458  1.2467  0.24271
  0.20  3.3794  0.9061  0.33255
  0.40  2.0363  0.6450  0.46056
soft Coulomb core 0.2a: S/(ka) at ka=0.05 and 0.1
  0.27340  0.27339
sech^2 wells: lambda, S at k=0.02, bound strength, deficit
  1  0.000400  0.500000  0.500000 (1/well length)
  2  0.250075  0.750000  0.750000 (1/well length)
no test failed
```
